\section*{Gaussian integrals over erf(ωr)/r from a rescaled Boys function, part 1}

(Sections cited here and not found follow in the second part.)

\section{The attenuated interaction of two Gaussian distributions}

\subsection{What symmetry and dimensions fix}

Two Gaussian charge distributions interact through the kernel $\operatorname{erf}(\omega r_{12})/r_{12}$, with $r_{12}=|\mathbf r_1-\mathbf r_2|$ and $\omega>0$. The distributions have exponents $p$ and $q$ and centres $\mathbf P$ and $\mathbf Q$. Because the kernel depends on the distance alone, the interaction is unchanged when both distributions are translated or rotated together. It can therefore depend on the centres only through $R=|\mathbf R|$, where $\mathbf R=\mathbf P-\mathbf Q$.

The exponents can be reduced too. For any two vectors $\mathbf a$ and $\mathbf b$,
\begin{equation}
p\,a^2+q\,b^2=\frac{|p\mathbf a+q\mathbf b|^2}{p+q}+\rho\,|\mathbf a-\mathbf b|^2,
\qquad \rho=\frac{pq}{p+q}.
\label{eq:identity}
\end{equation}
To verify this, expand the right side over the common denominator $p+q$. The terms in $\mathbf a\cdot\mathbf b$ are $+2pq$ and $-2pq$ and cancel. The coefficient of $a^2$ is $(p^2+pq)/(p+q)=p$, and that of $b^2$ is $q$ in the same way.

Set $\mathbf a=\mathbf r_1-\mathbf P$ and $\mathbf b=\mathbf r_2-\mathbf Q$, and introduce the coordinates
\begin{equation}
\mathbf X=\frac{p\mathbf r_1+q\mathbf r_2}{p+q},\qquad \mathbf r=\mathbf r_1-\mathbf r_2 .
\label{eq:coords}
\end{equation}
Their inverse is $\mathbf r_1=\mathbf X+q\mathbf r/(p+q)$ and $\mathbf r_2=\mathbf X-p\mathbf r/(p+q)$. In each Cartesian direction the Jacobian determinant has magnitude $p/(p+q)+q/(p+q)=1$. With $\mathbf X_0=(p\mathbf P+q\mathbf Q)/(p+q)$, equation \eqref{eq:identity} becomes
\begin{equation}
p|\mathbf r_1-\mathbf P|^2+q|\mathbf r_2-\mathbf Q|^2
=(p+q)|\mathbf X-\mathbf X_0|^2+\rho|\mathbf r-\mathbf R|^2 .
\end{equation}
The kernel does not contain $\mathbf X$. The integral over $\mathbf X$ is thus an ordinary Gaussian integral, equal to $[\pi/(p+q)]^{3/2}$, and what remains is
\begin{equation}
J(\rho,R,\omega)=\int e^{-\rho|\mathbf r-\mathbf R|^2}\,
\frac{\operatorname{erf}(\omega r)}{r}\,d^3r .
\label{eq:J}
\end{equation}

Here $\rho$ and $\omega^2$ are inverse squared lengths, and $J$ has the dimension of a squared length. Dimensional analysis then requires
\begin{equation}
J=\frac1\rho\,\Phi\!\left(T,\frac{\omega^2}{\rho}\right),\qquad T=\rho R^2 ,
\label{eq:dim}
\end{equation}
with $\Phi$ a dimensionless function. The attenuation can enter only through the ratio $\omega^2/\rho$. The function $\Phi$ itself has to be calculated.

\subsection{Integrals and conventions}

The basis functions are real, unnormalised Cartesian Gaussian primitives. On centre $\mathbf A$, with exponent $\alpha$ and non-negative integer powers $a=(a_x,a_y,a_z)$, the function is
\begin{equation}
\chi_a(\mathbf r)=(x-A_x)^{a_x}(y-A_y)^{a_y}(z-A_z)^{a_z}\,e^{-\alpha|\mathbf r-\mathbf A|^2}.
\end{equation}
The functions $\chi_b,\chi_c,\chi_d$ have exponents $\beta,\gamma,\delta$ and centres $\mathbf B,\mathbf C,\mathbf D$. The integral wanted is
\begin{equation}
[ab|cd]=\iint \chi_a(\mathbf r_1)\chi_b(\mathbf r_1)\,
\frac{\operatorname{erf}(\omega r_{12})}{r_{12}}\,
\chi_c(\mathbf r_2)\chi_d(\mathbf r_2)\,d^3r_1\,d^3r_2 .
\label{eq:eri}
\end{equation}
Atomic units are used throughout.

The product of two exponentials is again a Gaussian. Let $p=\alpha+\beta$ and $\mathbf P=(\alpha\mathbf A+\beta\mathbf B)/p$. Equation \eqref{eq:identity}, with $p,q$ replaced by $\alpha,\beta$ and with $\mathbf a=\mathbf r-\mathbf A$, $\mathbf b=\mathbf r-\mathbf B$, gives
\begin{equation}
e^{-\alpha|\mathbf r-\mathbf A|^2-\beta|\mathbf r-\mathbf B|^2}
=K_{AB}\,e^{-p|\mathbf r-\mathbf P|^2},\qquad
K_{AB}=e^{-\alpha\beta|\mathbf A-\mathbf B|^2/p}.
\label{eq:product}
\end{equation}
For the second electron, $q=\gamma+\delta$, $\mathbf Q=(\gamma\mathbf C+\delta\mathbf D)/q$ and $K_{CD}=e^{-\gamma\delta|\mathbf C-\mathbf D|^2/q}$. When all four functions are of s type, the reduction above therefore yields
\begin{equation}
[ss|ss]=K_{AB}K_{CD}\left(\frac{\pi}{p+q}\right)^{3/2}J(\rho,R,\omega).
\label{eq:ssJ}
\end{equation}

\subsection{The kernel as a sum of Gaussians}

The error function is $\operatorname{erf}(x)=(2/\sqrt\pi)\int_0^x e^{-v^2}dv$. Putting $x=\omega r$ and $v=ur$, so that $dv=r\,du$, gives
\begin{equation}
\frac{\operatorname{erf}(\omega r)}{r}=\frac{2}{\sqrt\pi}\int_0^\omega e^{-u^2r^2}\,du .
\label{eq:kernel}
\end{equation}
The Coulomb kernel $1/r$ has the same representation with upper limit $\infty$. Attenuation removes the narrow Gaussians, those with $u>\omega$, and leaves the broad ones untouched.

Insert \eqref{eq:kernel} into \eqref{eq:J}. The integrand is positive, so the order of integration may be exchanged. At fixed $u$, completing the square gives
\begin{equation}
\rho|\mathbf r-\mathbf R|^2+u^2r^2
=(\rho+u^2)\left|\mathbf r-\frac{\rho\mathbf R}{\rho+u^2}\right|^2
+\frac{\rho u^2}{\rho+u^2}R^2 .
\end{equation}
The last term is what remains of $\rho R^2$ after subtracting $\rho^2R^2/(\rho+u^2)$. The integral over $\mathbf r$ is then elementary:
\begin{equation}
J=\frac{2}{\sqrt\pi}\int_0^\omega
\left(\frac{\pi}{\rho+u^2}\right)^{3/2}
\exp\!\left(-\frac{u^2}{\rho+u^2}\,\rho R^2\right)du .
\label{eq:Ju}
\end{equation}

The exponent suggests the variable
\begin{equation}
t^2=\frac{u^2}{\rho+u^2},\qquad 1-t^2=\frac{\rho}{\rho+u^2},\qquad
u=\frac{\sqrt\rho\,t}{\sqrt{1-t^2}} .
\label{eq:t}
\end{equation}
Differentiating the last expression gives
\begin{equation}
\frac{du}{dt}=\sqrt\rho\left[\frac{1}{(1-t^2)^{1/2}}+\frac{t^2}{(1-t^2)^{3/2}}\right]
=\frac{\sqrt\rho}{(1-t^2)^{3/2}} .
\end{equation}
The other factor in \eqref{eq:Ju} is $(\pi/\rho)^{3/2}(1-t^2)^{3/2}$, so the powers of $1-t^2$ cancel. The constants combine to $(2/\sqrt\pi)(\pi/\rho)^{3/2}\sqrt\rho=2\pi/\rho$. The limit $u=0$ becomes $t=0$, and $u=\omega$ becomes $t=\sqrt s$ with
\begin{equation}
s=\frac{\omega^2}{\omega^2+\rho},\qquad 0<s<1 .
\label{eq:s}
\end{equation}
The result is
\begin{equation}
J=\frac{2\pi}{\rho}\int_0^{\sqrt s}e^{-Tt^2}\,dt .
\label{eq:Jresult}
\end{equation}
It has the form \eqref{eq:dim}, because $s$ depends on $\omega^2/\rho$ alone.

\subsection{The replacement rule for the auxiliary functions}

The Boys functions of the Coulomb problem are $F_n(T)=\int_0^1t^{2n}e^{-Tt^2}dt$. Their counterparts for the attenuated kernel have a shorter range of integration:
\begin{equation}
G_n(T)=\int_0^{\sqrt s}t^{2n}e^{-Tt^2}\,dt .
\label{eq:G}
\end{equation}
Substitute $t=\sqrt s\,v$. Then $dt=s^{1/2}dv$, $t^{2n}=s^nv^{2n}$, and the range of $v$ is from $0$ to $1$. Hence
\begin{equation}
G_n(T)=s^{n+1/2}F_n(sT).
\label{eq:rule}
\end{equation}
The half power comes from the differential and the power $n$ from $t^{2n}$.

Combining \eqref{eq:ssJ} and \eqref{eq:Jresult}, and using $1/\rho=(p+q)/(pq)$, gives
\begin{equation}
[ss|ss]=\theta\,G_0(T),\qquad
\theta=\frac{2\pi^{5/2}}{pq\sqrt{p+q}}\,K_{AB}K_{CD}.
\label{eq:ssss}
\end{equation}
For $\omega\to\infty$ one has $s\to1$ and $G_0\to F_0$, which is the Coulomb integral with the same $\theta$. For s functions, the rule is thus established.

The number $s$ has a simple meaning. From \eqref{eq:s},
\begin{equation}
\frac{1}{s\rho}=\frac1\rho+\frac1{\omega^2}=\frac1p+\frac1q+\frac1{\omega^2}.
\label{eq:widths}
\end{equation}
An inverse exponent measures a squared width. The attenuated kernel acts as if the squared width $1/\omega^2$ had been added to those of the two charge clouds. Moreover,
\begin{equation}
\rho^{n+1/2}G_n(\rho R^2)=(s\rho)^{n+1/2}F_n(s\rho R^2),
\label{eq:eff}
\end{equation}
so that, in this combination, attenuation replaces $\rho$ by $s\rho$. When the $G_n$ are the starting values, the factor $s^n$ is already contained in them, and the coefficients of the angular-momentum recurrences keep the original $\rho$. In \eqref{eq:os} every term that raises the index $m$ carries one factor $\rho$, since $1/(p+q)=\rho/(pq)$. The factor $s^m$ may therefore be moved into these coefficients instead: starting values $\theta s^{1/2}F_m(sT)$ give the same integrals when $\rho/p$ is replaced by $s\rho/p$ (and $\rho/q$ by $s\rho/q$ when $c$ is raised) and $1/[2(p+q)]$ by $s/[2(p+q)]$. The factor belongs in one place or the other, not in both.

\subsection{The ladder that does change}

Differentiating \eqref{eq:G} under the integral sign at fixed $s$ gives
\begin{equation}
\frac{dG_n}{dT}=-G_{n+1},
\label{eq:deriv}
\end{equation}
as for the Boys functions. The relation between neighbouring orders at the same $T$ is different. Start from
\begin{equation}
\frac{d}{dt}\left(t^{2n+1}e^{-Tt^2}\right)
=(2n+1)t^{2n}e^{-Tt^2}-2T\,t^{2n+2}e^{-Tt^2}
\end{equation}
and integrate from $0$ to $\sqrt s$. The boundary term at $t=0$ vanishes, which leaves
\begin{equation}
2T\,G_{n+1}(T)=(2n+1)G_n(T)-s^{n+1/2}e^{-sT}.
\label{eq:ladder}
\end{equation}
In the Coulomb case the last term is $e^{-T}$. This ladder therefore cannot be taken over unchanged from the Coulomb case. One may use \eqref{eq:ladder}, or generate $F_n(sT)$ with the Coulomb ladder at argument $sT$ and multiply by $s^{n+1/2}$ afterwards. The two procedures agree: the Coulomb ladder at argument $sT$, multiplied by $s^{n+1/2}$, is \eqref{eq:ladder}. They share a numerical weakness as well. Run upward, \eqref{eq:ladder} multiplies an error in $G_n$ by $(2n+1)/(2T)$, while for small $sT$ the ratio $G_{n+1}/G_n$ is about $s(2n+1)/(2n+3)$. The relative error then grows by about $(2n+3)/(2sT)$ per step. Attenuation makes $sT$ smaller than $T$, so for small $sT$ the ladder should be run downward from the highest order needed.

\subsection{Limits and related kernels}

For large $\omega$, $1-s=\rho/(\omega^2+\rho)$ is small. The missing part of the integration range has width $1-\sqrt s\simeq\rho/(2\omega^2)$ and lies near $t=1$, so
\begin{equation}
F_n(T)-G_n(T)\simeq\frac{\rho}{2\omega^2}\,e^{-T}\qquad\bigl(\omega^2\gg\rho\,\max(1,T,n)\bigr).
\label{eq:largeomega}
\end{equation}
For small $\omega$, $s\simeq\omega^2/\rho$, and when also $sT\simeq\omega^2R^2\ll1$ the exponential in \eqref{eq:G} can be replaced by one. Thus $G_n\simeq s^{n+1/2}/(2n+1)$, and in particular $G_0\simeq\omega/\sqrt\rho$.

At large separation and fixed $s$, the missing part is bounded by
\begin{equation}
0<F_n(T)-G_n(T)\le(1-\sqrt s)\,e^{-sT},
\label{eq:bound}
\end{equation}
because $t^{2n}\le1$ and $e^{-Tt^2}\le e^{-sT}$ on $\sqrt s\le t\le1$. The difference from the Coulomb result decays as a Gaussian in $R$. This reflects the fact that $\operatorname{erf}(\omega r)/r$ keeps the full Coulomb tail.

The complementary kernel $\operatorname{erfc}(\omega r)/r$ is $1/r$ minus the erf kernel. By linearity its auxiliary functions are $F_n(T)-G_n(T)$. When this difference is small compared with $F_n$, as in \eqref{eq:largeomega}, forming it by subtraction loses leading digits.

A point charge at $\mathbf C$ interacting with one distribution requires no new integral. It is \eqref{eq:J} with $\rho\to p$ and $\mathbf R\to\mathbf P-\mathbf C$. Hence
\begin{equation}
\int e^{-p|\mathbf r-\mathbf P|^2}
\frac{\operatorname{erf}(\omega|\mathbf r-\mathbf C|)}{|\mathbf r-\mathbf C|}\,d^3r
=\frac{2\pi}{p}\,s_1^{1/2}F_0(s_1T_1),
\label{eq:nuc}
\end{equation}
with $s_1=\omega^2/(\omega^2+p)$ and $T_1=p|\mathbf P-\mathbf C|^2$. For an electron attracted by a nucleus of charge $Z$, the factor $-Z$ is applied in addition.

\subsection{Numbers for the s-type integral}

Take four centres on the $z$ axis at $0,1,2,3$ bohr, with exponents $\alpha,\beta,\gamma,\delta=0.8,1.2,0.6,0.4$ bohr$^{-2}$, and $\omega=0.5$ bohr$^{-1}$. These are round model parameters. They give $p=2$, $q=1$ and $\rho=2/3$ bohr$^{-2}$, with $P_z=0.6$ and $Q_z=2.4$ bohr, so $R_z=-1.8$ bohr. Then
\begin{equation}
T=\tfrac23(1.8)^2=2.16,\qquad
s=\frac{0.25}{0.25+0.6667}=0.2727,\qquad sT=0.5891 .
\end{equation}
The overlap factors are $K_{AB}=0.6188$ and $K_{CD}=0.7866$, and $\theta=4.9161$ bohr$^5$. The rule \eqref{eq:rule} gives
\begin{align}
G_0&=s^{1/2}F_0(sT)=0.5222\times0.83398=0.4355,\nonumber\\
G_1&=s^{3/2}F_1(sT)=0.14243\times0.23693=0.03375,\label{eq:Gnum}\\
G_2&=s^{5/2}F_2(sT)=0.03884\times0.13238=0.00514.\nonumber
\end{align}
The Coulomb values at $T=2.16$ are $F_0=0.5803$, $F_1=0.1076$ and $F_2=0.0480$. The ratio $G_n/F_n$ falls from $0.75$ to $0.31$ to $0.11$: cutting off the upper part of the $t$ range costs most where $t^{2n}$ is concentrated there.

With \eqref{eq:ssss}, $[ss|ss]$ is $2.1411$ bohr$^5$ for the erf kernel and $2.8528$ bohr$^5$ for the Coulomb kernel. The difference, $0.7116$ bohr$^5$, belongs to erfc. Radial quadrature of the three kernels reproduces these values.

The altered ladder is visible as well. Equation \eqref{eq:ladder} gives $G_1=(0.4355-0.2898)/4.32=0.0337$. The Coulomb boundary term $e^{-2.16}=0.1153$ would give $0.0741$, more than twice the correct value.

\section{Higher angular momentum and a worked integral}

\subsection{Symbols and results taken over}

The pair exponents are $p=\alpha+\beta$ and $q=\gamma+\delta$, with centres $\mathbf P$ and $\mathbf Q$; $\mathbf R=\mathbf P-\mathbf Q$, $\rho=pq/(p+q)$ and $T=\rho R^2$. The kernel $\operatorname{erf}(\omega r)/r$ is the superposition \eqref{eq:kernel} of Gaussians $e^{-u^2r^2}$ with $0<u<\omega$. The variable $t^2=u^2/(\rho+u^2)$ runs up to $\sqrt s$, where $s=\omega^2/(\omega^2+\rho)$. The s-type integral is $\theta G_0(T)$, with $\theta$ from \eqref{eq:ssss} and $G_n(T)=s^{n+1/2}F_n(sT)$. It remains to show that polynomial factors lead to the same recurrences as for the Coulomb kernel.

For s functions, the attenuated integral follows from the Coulomb one by replacing $F_0(T)$ with $G_0(T)=s^{1/2}F_0(sT)$, with the same prefactor $\theta$. What remains is to show that, with the $G_n(T)=s^{n+1/2}F_n(sT)$ as starting values, the Coulomb recurrences also give the integrals of higher angular momentum, and to work through a p-type example.
